# Molecular impingement and monolayer formation time on an EUV mirror

Q: A mirror in an extreme-ultraviolet (EUV) tool sits in a good vacuum with a trace of organic vapour. You claim that the vapour pressure tells you how soon the mirror is covered. Pressure is a force per area. How can it count molecules?

A: It cannot do so alone, but force and count both come from the same arriving molecules. I will compute each from the distribution of velocities and then eliminate the density between them.

Take one species of vapour with molecular mass $m$, number density $n$ and temperature $T$, and let $k$ be the Boltzmann constant. The gas is dilute, uniform and in equilibrium. Let $z$ point towards the mirror. The velocity component $v_z$ then has the Maxwell distribution

$$f(v_z)=\sqrt{\frac{m}{2\pi kT}}\;e^{-mv_z^2/2kT},\qquad \int_{-\infty}^{\infty}f\,dv_z=1 .$$

Molecules with $v_z>0$ approach the mirror. In a short time $dt$, those with a given velocity that reach an area $A$ come from a slanted cylinder with base $A$ and height $v_z\,dt$. Its volume is $A v_z\,dt$ whatever the sideways velocity, because slanting a cylinder at fixed height does not change its volume. The number arriving with normal velocity between $v_z$ and $v_z+dv_z$ is therefore $n f(v_z)\,dv_z\,A v_z\,dt$. Dividing by $A\,dt$ and summing over approaching molecules gives the impingement flux

$$J=n\int_0^\infty v_z f(v_z)\,dv_z .$$

Q: And the integral?

A: Write $a=m/2kT$. The derivative of $e^{-av_z^2}$ is $-2av_z e^{-av_z^2}$, so

$$\int_0^\infty v_z e^{-av_z^2}dv_z=\left[-\frac{e^{-av_z^2}}{2a}\right]_0^\infty=\frac{1}{2a}=\frac{kT}{m}.$$

With the prefactor of $f$,

$$J=n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=n\sqrt{\frac{kT}{2\pi m}} .$$

Q: I remember a quarter of the density times the mean speed. Your formula has no quarter.

A: It is there in another form. The mean speed $\bar v$ follows from the distribution of speeds, $4\pi v^2(a/\pi)^{3/2}e^{-av^2}$. Since $\int_0^\infty v^3e^{-av^2}dv=1/(2a^2)$,

$$\bar v=4\pi\left(\frac{a}{\pi}\right)^{3/2}\frac{1}{2a^2}=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8kT}{\pi m}} .$$

For directions, let $\theta_d$ be the angle between the velocity and the $z$ axis. The fraction of molecules in $d\theta_d$ is $\tfrac12\sin\theta_d\,d\theta_d$, and each contributes the normal component $v\cos\theta_d$. Approaching molecules have $0<\theta_d<\pi/2$, so the direction factor is

$$\int_0^{\pi/2}\tfrac12\cos\theta_d\sin\theta_d\,d\theta_d=\frac14 .$$

Half the molecules approach, and their mean cosine is one half. Thus

$$J=\frac{n\bar v}{4}=\frac n4\sqrt{\frac{8kT}{\pi m}}=n\sqrt{\frac{kT}{2\pi m}},$$

as before.

Q: Now bring in the pressure. A molecule that bounces delivers $2mv_z$, but one that sticks delivers $mv_z$. Does the pressure depend on whether the mirror is sticky?

A: The force on the mirror does. The gas pressure $P$ used here is that of the equilibrium gas which supplies the mirror. The arriving molecules bring a momentum per area and time of

$$nm\int_0^\infty v_z^2f\,dv_z
=nm\sqrt{\frac a\pi}\;\frac{\sqrt\pi}{4a^{3/2}}
=\frac{nm}{4a}=\frac{nkT}{2}.$$

The middle step uses $\int_0^\infty v_z^2e^{-av_z^2}dv_z=\sqrt\pi/(4a^{3/2})$. In equilibrium the departing molecules have the mirror-image distribution, and their recoil adds an equal amount. Hence

$$P=nkT .$$

A wall that keeps every molecule would feel half of this from the species in question. One must therefore not read $P$ as the force on a sticking wall.

Substituting $n=P/kT$ into the flux,

$$J=\frac{P}{kT}\sqrt{\frac{kT}{2\pi m}}
=\frac{P}{\sqrt{2\pi mkT}} .$$

The last step moves $kT$ under the root as $(kT)^2$, where one power cancels. The root has the unit of momentum, and $\mathrm{Pa}/(\mathrm{kg\,m\,s^{-1}})=\mathrm{m^{-2}\,s^{-1}}$, which is a number per area and time.

Q: Heating the gas makes the molecules faster, yet your flux falls with temperature.

A: That is at fixed pressure. The density then falls as $1/T$ while the mean speed rises as $\sqrt T$, so the product falls as $1/\sqrt T$. At fixed density the flux rises as $\sqrt T$. Heavier molecules at the same $P$ and $T$ have the same density but move more slowly, which gives the factor $1/\sqrt m$.

Q: You used one formula for force and the same distribution for the count. Has the relation between them been checked without inserting the integrals?

A: Yes. In a simulated gas, molecules with random Maxwellian velocities bounced between walls, and the hits and the impulse on one wall were added up separately. The ratio $J\sqrt{2\pi mkT}/P$ came out as 1.0003, where the formula requires 1. A separate numerical integration over speeds and angles also passed its test against the flux formula.

Q: A real tool may contain hydrogen at a far higher pressure than the vapour. Which pressure goes into the formula?

A: The partial pressure of the vapour. In a uniform dilute mixture at equilibrium, each species has its own Maxwell distribution, and collisions with hydrogen leave that distribution unchanged. The total pressure would count mostly hydrogen.

The background gas matters in another way if the mirror removes vapour faster than diffusion replaces it. Suppose the vapour crosses a still layer of background gas of thickness $L$, much larger than the distance over which a vapour molecule loses its direction, with diffusion coefficient $D$. For a heavy molecule in hydrogen this takes tens of collisions, so that distance is far longer than the mean free path: about a centimetre for 100 u at 3 Pa. Let its density be $n_\infty$ at the far side and $n_0$ next to the mirror, and let a fraction $s$ of impacts stick. For small $s$ the velocity distribution near the mirror is still nearly Maxwellian, so in a steady state uptake equals diffusive supply:

$$\frac{s\bar v n_0}{4}=\frac{D(n_\infty-n_0)}{L}.$$

Collecting the terms in $n_0$ and dividing by $D/L$ gives

$$n_0=\frac{n_\infty}{1+s\bar vL/(4D)} .$$

Depletion is negligible when $s\bar vL/(4D)\ll1$. Otherwise the density next to the mirror, and with it the flux, is lower than the distant pressure suggests. Since $D$ is inversely proportional to the background pressure, this condition can fail in a tool with hydrogen at a few pascals and must be checked there. For a 100 u molecule in 3 Pa of hydrogen at 300 K, $D$ is about $1\ \mathrm{m^2\,s^{-1}}$. With $s=0.10$ and $L=10$ cm the ratio is about 0.6, and the flux falls by roughly a third. From here on I assume negligible depletion and a constant supply.

Q: Then how do you get from impacts to a monolayer?

A: Two more quantities are needed. Let $N$ be the number of adsorbed molecules per area in one full layer. It is the inverse of the area occupied by one molecule, and it need not equal the density of surface atoms. Let $s$ be the sticking probability, the fraction of impacts after which the molecule remains on the surface.

The simplest assumption is that $s$ stays constant until the layer is full and that nothing leaves. This describes molecules that land on an occupied place and still find an empty one. After time $t$ the number held per area is $sJt$. The layer is full when this equals $N$, at the time

$$t_1=\frac{N}{sJ}=\frac{N\sqrt{2\pi mkT}}{sP}.$$

Doubling the pressure or the sticking probability halves the time. As $s\to0$ the time grows without limit.

Q: Give me numbers, and say where they come from.

A: They are round model parameters for an unnamed organic contaminant: a mass of 100 u, a gas temperature of 300 K, a partial pressure of $1.0\times10^{-7}$ Pa, $N=2.5\times10^{18}\ \mathrm{m^{-2}}$ and $s=0.10$. This $N$ corresponds to $0.40\ \mathrm{nm^2}$ per molecule.

The mass is $1.6605\times10^{-25}$ kg and $kT=4.1419\times10^{-21}$ J, so

$$\sqrt{2\pi mkT}=6.574\times10^{-23}\ \mathrm{kg\,m\,s^{-1}},$$

$$J=\frac{1.0\times10^{-7}}{6.574\times10^{-23}}\ \mathrm{m^{-2}\,s^{-1}}
=1.52\times10^{15}\ \mathrm{m^{-2}\,s^{-1}} .$$

The other route gives the same flux. The density is $2.414\times10^{13}\ \mathrm{m^{-3}}$ and the mean speed is $252\ \mathrm{m\,s^{-1}}$, and a quarter of their product is $1.52\times10^{15}\ \mathrm{m^{-2}\,s^{-1}}$.

If every impact stuck, the layer would take

$$\frac{2.5\times10^{18}}{1.521\times10^{15}}\ \mathrm{s}=1.64\times10^{3}\ \mathrm{s}.$$

With one impact in ten sticking, the time is ten times longer:

$$t_1=1.64\times10^{4}\ \mathrm{s}\approx4.6\ \mathrm{h}.$$

For a real contaminant, an uncertainty of a factor of two in $s$ would change this time by a factor of two, so the further digits in the numerical output serve for checking the arithmetic.

Q: I doubt the constant $s$. When half the surface is covered, half the impacts land on molecules that are already there.

A: If those impacts do not lead to adsorption, the rate must be reduced. Assume that each molecule fills exactly one adsorption site and does not affect the neighbouring sites. Let $\theta$ be the covered fraction of these sites, and let $s$ now mean the sticking probability on an empty site. A random impact finds an empty site with probability $1-\theta$, so

$$\frac{d\theta}{dt}=\frac{sJ}{N}(1-\theta)=\frac{1-\theta}{t_1}.$$

Separate the variables and integrate from a clean surface, $\theta=0$ at $t=0$:

$$\int_0^\theta\frac{d\theta'}{1-\theta'}=\frac{t}{t_1}
\quad\Rightarrow\quad -\ln(1-\theta)=\frac{t}{t_1}
\quad\Rightarrow\quad \theta=1-e^{-t/t_1}.$$

For $t\ll t_1$ this becomes $\theta\approx t/t_1$, the constant-sticking result, because nearly all sites are still empty. At $t=t_1$ the two pictures differ: site blocking gives $\theta=1-e^{-1}=0.632$, not 1.

Q: So when is the layer complete?

A: In this rate equation, at no finite time. One has to name a coverage. For $\theta=0.99$ the empty fraction is $e^{-t/t_1}=0.01$, so

$$t_{0.99}=t_1\ln100=4.565\ \mathrm{h}\times4.605\approx21\ \mathrm{h}.$$

The word "monolayer" thus covers two different statements. After 4.6 h, constant sticking has delivered enough molecules for one layer. With site blocking, a nearly closed layer needs about 21 h.

A simulation of random impacts on a lattice shows the difference. At $t_1$, the number of impacts that passed the sticking probability was 1.004 per site, the small excess over 1 being within the sampling tolerance of the test. Yet the fraction of sites hit by at least one of them was 0.633, close to the formula. If molecules stay where they land, even allowing them to pile up does not fill the gaps: the extra molecules sit on occupied sites. At the later time the lattice coverage was 0.990.

Both the formula and the lattice give each molecule one site of its own. Large molecules that land anywhere and cannot move may leave gaps too small for another molecule. Their layer can then stop growing well before a coverage of 0.99, and the 21 h does not apply to them.

Q: You have let molecules arrive but never leave. Vapour at room temperature may not stay on a mirror for 21 hours.

A: Then a sticking probability alone does not ensure a full layer. Suppose an adsorbed molecule leaves after a mean residence time $\tau$, independently of its neighbours. The loss rate of coverage is $\theta/\tau$, and with site blocking

$$\frac{d\theta}{dt}=\frac{1-\theta}{t_1}-\frac{\theta}{\tau}
=\frac1{t_1}-K\theta,\qquad K=\frac1{t_1}+\frac1\tau .$$

The coverage stops changing when the right side is zero:

$$\theta_\infty=\frac{1/t_1}{1/t_1+1/\tau}=\frac{\tau}{\tau+t_1},$$

where numerator and denominator have been multiplied by $t_1\tau$. To find the approach to this value, put $u=\theta-\theta_\infty$. Since $1/t_1=K\theta_\infty$, the rate equation becomes $du/dt=-Ku$, with the solution $u=u(0)e^{-Kt}$. A clean start means $u(0)=-\theta_\infty$, so

$$\theta=\theta_\infty\left(1-e^{-Kt}\right).$$

For $\tau\to\infty$ this returns the result without desorption. For $\tau\ll t_1$ the plateau is approximately $\tau/t_1=sJ\tau/N$, a thin population proportional to the pressure.

Q: What does that do to your example?

A: Take a model residence time of 1.0 h. Then

$$\theta_\infty=\frac{1.0}{1.0+4.565}=0.18,$$

and the time constant of the approach is

$$\frac1K=\frac{t_1\tau}{t_1+\tau}=\frac{4.565\times1.0}{5.565}\ \mathrm{h}=0.82\ \mathrm{h}.$$

The coverage settles near 18 percent, and no monolayer forms however long one waits under these conditions. Direct numerical integration of the rate equation gives the same plateau. One hour means a strongly held molecule. With $\tau=\nu^{-1}e^{E/kT}$, an attempt frequency $\nu=10^{13}\ \mathrm{s^{-1}}$ and a surface at 300 K, it needs a binding energy $E\approx1.0$ eV. At $E=0.7$ eV the residence time is only about 0.06 s and the plateau a few parts per million.

The requirement for a chosen plateau $\theta_*$ follows from $\tau/(\tau+t_1)\ge\theta_*$. Multiplying out gives $\tau(1-\theta_*)\ge\theta_*t_1$, or

$$\tau\ge\frac{\theta_*}{1-\theta_*}\,t_1 .$$

For a plateau of at least 0.99, the residence time must be at least $99\,t_1$. The time $t_1$ then still sets the scale of filling, because desorption is slow by comparison, but the last part takes longer: at $\tau=99\,t_1$ the coverage 0.99 is only approached, and at $\tau=100\,t_1$ it is reached after about $9\,t_1$.

Q: Suppose I want the mirror to last 1000 hours before a monolayer's worth has arrived and stuck. What vapour pressure may I allow?

A: Solve the expression for $t_1$ for the pressure, with $t_w$ the wanted time:

$$P=\frac{N\sqrt{2\pi mkT}}{s\,t_w}.$$

Because $t_1$ is inversely proportional to $P$, the example can be scaled:

$$P=1.0\times10^{-7}\ \mathrm{Pa}\times\frac{4.565\ \mathrm{h}}{1000\ \mathrm{h}}
\approx4.6\times10^{-10}\ \mathrm{Pa}.$$

If you can tolerate only a fraction $\theta_{\max}$ of a layer, multiply this pressure by $\theta_{\max}$. That is sufficient in both site-blocking models, with or without desorption. Their filling rate never exceeds $1/t_1$, so starting from a clean surface their coverage cannot exceed $t/t_1$.

Q: Is that a guarantee on the mirror's reflectivity?

A: No. The calculation counts adsorbed molecules and contains no optics. It also leaves out the chemistry driven by EUV light. Light can break an adsorbed molecule and leave a residue that does not desorb. The plateau $\theta_\infty$ then no longer limits the total deposit, because sites can be filled again and residue can build up beyond one layer.

The impingement flux still sets a ceiling. At constant vapour pressure and from a clean start, the number of vapour molecules that contribute to the deposit in time $t$, averaged over the whole exposed surface, cannot exceed $Jt$ per area, since each must first reach the surface. This is not a local bound: adsorbed molecules can diffuse along the surface from unlit areas into the lit one, so the deposit at the edge of a light spot, or across a spot smaller than the surface diffusion length, can exceed $Jt$. How much of that supply becomes lasting carbon depends on the residence time, the light intensity and the reaction probabilities, none of which follow from the pressure.

Q: And which temperature should I use if the mirror is warmer than the gas?

A: In $J$, use the temperature of the arriving gas, provided that gas still has a Maxwell distribution at that temperature. For $P$, use the value $nkT$ of the equilibrium gas that supplies the mirror. The pressure right at a warmer mirror can be higher, because molecules that leave it at its own temperature recoil more strongly. The mirror temperature enters through $s$ and $\tau$, which describe what happens after impact. Kinetic theory supplies the arrival rate. The sticking probability, the layer density and the residence time must be known for the particular vapour and surface before $t_1$ can be read as the time to a monolayer.

## Table of computed values

```
INPUTS (model parameters)
molecular mass: 100 u
molecular mass in SI: 1.6605e-25 kg
gas temperature: 300 K
contaminant partial pressure: 1.0e-07 Pa
molecules per area in a monolayer: 2.50e+18 m^-2
area per adsorbed molecule: 0.40 nm^2
sticking probability: 0.10
FLUX
thermal energy kT: 4.1419e-21 J
sqrt(2 pi m k T): 6.5738e-23 kg m/s
number density: 2.4143e+13 m^-3
mean speed (quadrature): 252.03 m/s
flux from formula: 1.5212e+15 m^-2 s^-1
flux from quadrature: 1.5212e+15 m^-2 s^-1
incoming momentum flux / P: 0.5000
box simulation, J sqrt(2 pi m k T)/P: 1.0003
MONOLAYER TIME
for sticking probability 1: 1.6435e+03 s
t1 for stated sticking probability: 1.6435e+04 s
t1 converted: 4.565 h
lattice, molecules stuck per site at t1: 1.0036
SITE BLOCKING
coverage at t1, formula: 0.6321
coverage at t1, lattice: 0.6329
ln 100: 4.6052
time to coverage 0.99: 21.02 h
coverage at that time, lattice: 0.9903
DESORPTION
mean residence time: 1.0 h
plateau coverage, formula: 0.1797
late coverage, integrated: 0.1797
time constant of approach: 0.820 h
PRESSURE LIMIT
wanted monolayer time: 1000 h
required partial pressure: 4.565e-10 Pa
```
